# Why rejected Metropolis moves must be counted in the average

**Question**

I am learning variational Monte Carlo on the one-dimensional harmonic oscillator, in units where $\hbar=m=\omega=1$:

$$H=-\frac12\frac{d^2}{dx^2}+\frac12x^2,\qquad \psi(x)=e^{-\alpha x^2/2},\qquad \alpha=1.2 .$$

I sample $\psi^2$ with the Metropolis method. From the current position $x$ I propose $y$ uniformly in $[x-d,x+d]$ with $d=3$, and accept it with probability $\min[1,\psi^2(y)/\psi^2(x)]$. My loop is

```
propose y
if accepted:
    x = y
    add the local energy at x to the average
```

A rejected move produces no new configuration, so I add nothing. Adding the old one again looks like counting the same data twice.

I used 4000 independent walkers, with starting points drawn from the normalized $\psi^2$, and 1500 proposals per walker. The mean energy came out as $0.4826\pm0.0001$. The exact ground-state energy is $0.5$, and a variational energy cannot lie below it. Is the missing count really to blame? If so, what distribution have I been sampling?

**Answer**

Yes, the missing count is to blame. The smallest possible example shows how.

**Two states**

Let a system have two states with target probabilities $\pi_1=0.8$ and $\pi_2=0.2$, and always propose the other state. A move from 1 to 2 is accepted with probability $0.2/0.8=0.25$. A move from 2 to 1 is always accepted.

If you record accepted moves only, the record reads 1, 2, 1, 2, … and gives each state the weight $1/2$, whatever the target was. The information about $\pi$ sat in the waiting times. The chain stays in state 1 for 4 steps on average and in state 2 for 1 step, and $4/(4+1)=0.8$ is the correct weight. A rejection is therefore a result: with symmetric proposals, as here and in your loop, it can occur only when the present state deserves more weight than the proposed one.

**The law of the accepted-only record**

Let $\pi(x)$ be the target law, $T(x\to y)$ the probability of proposing $y$ from $x$, and $A(x\to y)$ the acceptance probability. I write sums over states; for a continuous coordinate they become integrals. The general Metropolis–Hastings choice is

$$A(x\to y)=\min\left[1,\frac{\pi(y)T(y\to x)}{\pi(x)T(x\to y)}\right],$$

which reduces to yours when $T$ is symmetric. Multiplying by $\pi(x)T(x\to y)$ gives the flow of accepted moves,

$$F(x,y)=\pi(x)T(x\to y)A(x\to y)=\min[\pi(x)T(x\to y),\,\pi(y)T(y\to x)].$$

Exchanging $x$ and $y$ changes nothing, so $F(x,y)=F(y,x)$. This is detailed balance.

The probability that a proposal made at $x$ is accepted is

$$a(x)=\sum_yT(x\to y)A(x\to y),\qquad\text{so}\qquad \sum_yF(x,y)=\pi(x)a(x).$$

(If $y=x$ can be proposed, it counts as accepted.) I assume that $a(x)>0$ and that every state can be reached from every other, so that the stationary law is unique.

The full chain has the transition probability

$$P(x\to y)=T(x\to y)A(x\to y)+[1-a(x)]\,\delta_{xy}.$$

The last term is the rejection. Start from $\pi$ and take one step:

$$\sum_x\pi(x)P(x\to y)=\sum_xF(x,y)+\pi(y)[1-a(y)]=\pi(y)a(y)+\pi(y)-\pi(y)a(y)=\pi(y).$$

The symmetry of $F$ was used in the first sum. The law $\pi$ is stationary because the rejection term supplies the part that the accepted moves do not.

Now drop the rejections. From $x$, the next recorded configuration is $y$ if there are $n$ rejections, with any $n\ge0$, followed by an accepted move to $y$. Summing the geometric series gives

$$K(x\to y)=\sum_{n=0}^{\infty}[1-a(x)]^n\,T(x\to y)A(x\to y)=\frac{T(x\to y)A(x\to y)}{a(x)} .$$

This is also the chain you get if you keep proposing until something is accepted and then count once, so that variant has the same fault. Try the weight $\pi(x)a(x)$:

$$\sum_x\pi(x)a(x)K(x\to y)=\sum_xF(x,y)=\pi(y)a(y).$$

It reproduces itself. The normalized law of your record is therefore

$$\boxed{\;\pi_{\rm acc}(x)=\frac{\pi(x)\,a(x)}{\langle a\rangle},\qquad \langle a\rangle=\sum_x\pi(x)a(x)\;}$$

where $\langle\cdot\rangle$ is an average over $\pi$. This law describes long-run averages. The accepted-only chain may be periodic, as in the two-state case, and then its distribution at a given step need not settle down. The law equals $\pi$ only if $a(x)$ has the same value wherever $\pi(x)>0$.

**What the repeats do**

A configuration is counted $n$ times if $n-1$ rejections are followed by an acceptance. With $q=1-a$, and with $\sum_n nq^{n-1}=1/(1-q)^2$ from differentiating the geometric series, the mean count is

$$\sum_{n=1}^\infty n\,q^{n-1}a=\frac{a}{(1-q)^2}=\frac1{a(x)} .$$

Accepted configurations appear with weight $\pi a$, each is counted $1/a$ times on average, and the product is $\pi$. The repeats are the missing factor, not double counting. They do make successive data correlated, which the error bar must allow for. The errors quoted here are standard errors from the scatter between independent walkers, so they include this correlation.

For any quantity $f$ the bias of the accepted-only average is

$$\langle f\rangle_{\rm acc}-\langle f\rangle=\frac{\langle fa\rangle-\langle f\rangle\langle a\rangle}{\langle a\rangle}=\frac{\mathrm{Cov}(f,a)}{\langle a\rangle}.$$

This is the bias of the long-run average, so it does not decay with the length of the run. More sampling shrinks the error bar around the wrong value.

**Your oscillator: the energy**

From $\psi'=-\alpha x\psi$ follows $\psi''=(\alpha^2x^2-\alpha)\psi$, so the local energy is

$$E_L(x)=\frac{H\psi}{\psi}=\frac{\alpha}{2}+\frac{1-\alpha^2}{2}x^2 .$$

The target is $\pi(x)=\sqrt{\alpha/\pi}\,e^{-\alpha x^2}$ (under the root, $\pi$ is the number), with $\langle x^2\rangle=1/(2\alpha)$. The correct mean energy is

$$\langle E_L\rangle=\frac\alpha2+\frac{1-\alpha^2}{4\alpha}=\frac\alpha4+\frac1{4\alpha}=0.3000+0.2083=0.5083 .$$

This lies above $0.5$, as it must. For $\alpha>1$ the coefficient of $x^2$ in $E_L$ is negative, so a record that visits the tails too often gives too low an energy.

That is what happens at $d=3$. At the centre every move leads to lower density, and

$$a(0)=\frac1{2d}\int_{-d}^{d}e^{-\alpha y^2}dy\approx\frac{1}{2d}\sqrt{\frac{\pi}{\alpha}}=\frac{1.618}{6}=0.270 .$$

For $|x|\ge d/2$, every proposal directed inwards lands at $|y|\le|x|$ and is accepted, so $a(x)\ge1/2$. Your record thins out the centre relative to the tails.

**Your oscillator: the size of the bias**

The mean of $x^2$ over $\pi_{\rm acc}$ is $\langle x^2a\rangle/\langle a\rangle$. Both averages are integrals of the flow over the $(x,y)$ plane. With $r=\max(|x|,|y|)$,

$$F(x,y)=\frac1{2d}\sqrt{\frac\alpha\pi}\;e^{-\alpha r^2}\quad\text{for }|x-y|<d,$$

and zero otherwise, because the smaller of two Gaussian weights belongs to the larger distance. Points of equal $r$ form a square with sides $x=\pm r$ and $y=\pm r$. On the side $x=r$, the condition $|x-y|<d$ leaves $r-m<y<r$, with $m=\min(d,2r)$. By symmetry each of the four sides keeps the length $m$. Apart from the common prefactor, $\langle a\rangle$ and $\langle x^2a\rangle$ are then

$$J_0=\int_0^\infty4m\,e^{-\alpha r^2}dr,\qquad J_2=\int_0^\infty\left\{2mr^2+\tfrac23\left[r^3-(r-m)^3\right]\right\}e^{-\alpha r^2}dr .$$

In $J_2$ the first term comes from the two sides with $x^2=r^2$. The second comes from the two sides $y=\pm r$, each of which gives $\int_{r-m}^{r}x^2dx$.

For $r<d/2$ we have $m=2r$, and the curly bracket is $4r^3+\frac43r^3=\frac{16}3r^3$. For $r>d/2$ we have $m=d$, and it is

$$2dr^2+\tfrac23(3r^2d-3rd^2+d^3)=4dr^2-2d^2r+\tfrac23d^3 .$$

Set $s=\sqrt\alpha\,r$, $u=\sqrt\alpha\,d/2$, $E=e^{-u^2}$ and $C=\mathrm{erfc}(u)=\frac{2}{\sqrt\pi}\int_u^\infty e^{-s^2}ds$. The integrals needed, the second and last by parts, are

$$\int_0^u se^{-s^2}ds=\frac{1-E}2,\qquad \int_0^us^3e^{-s^2}ds=\frac{1-(1+u^2)E}2,$$

$$\int_u^\infty se^{-s^2}ds=\frac E2,\qquad \int_u^\infty s^2e^{-s^2}ds=\frac{uE}2+\frac{\sqrt\pi\,C}4 .$$

With $d=2u/\sqrt\alpha$ they give

$$\alpha J_0=8\int_0^use^{-s^2}ds+8u\int_u^\infty e^{-s^2}ds=4\left[1-E+\sqrt\pi\,uC\right],$$

$$\alpha^2J_2=\frac{16}3\int_0^us^3e^{-s^2}ds+\int_u^\infty\left(8us^2-8u^2s+\tfrac{16}3u^3\right)e^{-s^2}ds$$

$$=\tfrac83\left[1-(1+u^2)E\right]+4u^2E+2\sqrt\pi\,uC-4u^2E+\tfrac83\sqrt\pi\,u^3C .$$

The two terms $4u^2E$ cancel. The prefactor of the flow is $\frac{1}{2d}\sqrt{\alpha/\pi}=\alpha/(4\sqrt\pi\,u)$, so the mean acceptance is

$$\langle a\rangle=\frac{\alpha J_0}{4\sqrt\pi\,u}=C+\frac{1-E}{\sqrt\pi\,u}.$$

The factor by which your $\langle x^2\rangle$ is wrong is $R=2\alpha J_2/J_0$, or

$$R=\frac{\frac43\left[1-(1+u^2)E\right]+\sqrt\pi\,uC\left(1+\frac43u^2\right)}{1-E+\sqrt\pi\,uC}.$$

For $\alpha=1.2$ and $d=3$ we have $u=1.643$, which gives $\langle a\rangle=0.340$ and $R=1.2825$. Hence

$$\langle x^2\rangle_{\rm acc}=1.2825\times0.4167=0.5344,\qquad \langle E_L\rangle_{\rm acc}=0.6-0.22\times0.5344=0.4824 .$$

Your $0.4826\pm0.0001$ agrees with this within about two standard errors. It lies $0.026$ below the correct $0.5083$, more than a hundred times its standard error.

I ran a simulation of the same size as yours and averaged the same trajectories in three ways:

| Average over | $\langle x^2\rangle$ | Energy |
|---|---|---|
| all steps | $0.4160\pm0.0005$ | $0.5085\pm0.0001$ |
| accepted moves | $0.5335\pm0.0006$ | $0.4826\pm0.0001$ |
| accepted moves, weight $1/a(x)$ | $0.4159\pm0.0005$ | $0.5085\pm0.0001$ |

The trajectories are not at fault; the second row merely averages them wrongly. The waiting times show where the lost counts belong. The number of counts per accepted arrival was 3.46 in the region $|x|<0.5$ and 1.86 in the region $|x|>1.5$.

**The bias changes sign with the step length**

One might expect the accepted-only record always to favour the tails. It does not. For small $u$, $E=1-u^2+O(u^4)$ and $C=1-2u/\sqrt\pi+O(u^3)$. The bracket $1-(1+u^2)E$ is then of order $u^4$, and

$$R=\frac{\sqrt\pi\,u-2u^2+O(u^3)}{\sqrt\pi\,u-u^2+O(u^4)}=1-\frac{u}{\sqrt\pi}+O(u^2).$$

Short steps make $\langle x^2\rangle$ too small. The reason is the slope of the density. An outward step of length $t$ is accepted with probability $e^{-\alpha(2|x|t+t^2)}\approx1-2\alpha|x|t$. Averaging $t$ over $[0,d]$, and noting that half the proposals go outwards, gives $a(x)\approx1-\alpha|x|d/2$, as long as $\alpha|x|d\ll1$ and outside a narrow region of width about $d$ at the centre. Acceptance now falls towards the tails.

For long steps $E$ and $uC$ vanish and $R\to4/3$. When $d$ is much larger than both $|x|$ and $1/\sqrt\alpha$, proposals landing in $|y|<|x|$ are always accepted and those beyond are accepted with probability $e^{-\alpha(y^2-x^2)}$, so

$$2d\,a(x)\approx2|x|+2e^{\alpha x^2}\int_{|x|}^\infty e^{-\alpha y^2}dy .$$

The derivative with respect to $|x|$ is $2+4\alpha|x|e^{\alpha x^2}\int_{|x|}^\infty e^{-\alpha y^2}dy-2$, which is positive for $x\ne0$. The interval of certain acceptance widens faster than the outer contribution shrinks, so acceptance grows outwards.

For $\alpha=1.2$ the formulas give:

| $d$ | $\langle a\rangle$ | $R$ | accepted-only energy |
|---|---|---|---|
| 0.1 | 0.97 | 0.972 | 0.511 |
| 0.5 | 0.85 | 0.915 | 0.516 |
| 1.0 | 0.71 | 0.942 | 0.514 |
| 2.0 | 0.48 | 1.137 | 0.496 |
| 3.0 | 0.34 | 1.283 | 0.482 |
| 6.0 | 0.17 | 1.333 | 0.478 |

At a mean acceptance of one half, which a numerical root search puts at $d=1.90$, $\langle x^2\rangle$ is 12% too large. Even with 97% of the moves accepted it is still about 3% too small.

A root search also finds $R=1$ at $d=1.34$, where 62% of the moves are accepted. There the accepted-only record gives the right $\langle x^2\rangle$, and with it the right energy, by accident. The law is still wrong: numerical integration over $\pi_{\rm acc}$ gives an $\langle x^4\rangle$ that is 2.8% too small.

**What happened to the variational principle**

It was not violated. It says that $\langle\psi|H|\psi\rangle/\langle\psi|\psi\rangle\ge\frac12$, and this ratio is the mean of $E_L$ over $\psi^2$. You averaged the local energy of $\psi$ over a different density, and no lower bound of $\frac12$ applies to that number.

This matters when you optimize $\alpha$. In the long-step limit, $R=4/3$, the accepted-only energy is

$$\frac\alpha2+\frac{1-\alpha^2}{3\alpha}=\frac\alpha6+\frac1{3\alpha}.$$

Its derivative $\frac16-\frac1{3\alpha^2}$ vanishes at $\alpha=\sqrt2$, where the energy is $\sqrt2/3\approx0.471$. At fixed $d=3$, numerical minimization gives nearly the same parameter, $\alpha\approx1.41$, with energy $0.477$. The correct energy $\frac\alpha4+\frac1{4\alpha}$ has its minimum at $\alpha=1$, with the value $\frac12$. At such step lengths the faulty average thus leads you away from the exact ground state and rewards you with a lower number.

Trying the program on the exact ground state does not reveal the fault in the energy. For $\alpha=1$ the local energy is $\frac12$ at every $x$, so any set of points gives the right mean. Look at $\langle x^2\rangle$ as well, at more than one step length: once the walkers are equilibrated, a correct average does not depend on $d$ beyond its statistical error. Use one short and one long step. As the step-length table shows, $R$ is not monotonic in $d$ and levels off near $4/3$, so two poorly chosen step lengths can give nearly the same wrong value.

**The repair**

Move the last line out of the `if` block:

```
propose y
if accepted:
    x = y
add the local energy at x to the average
```

Every proposal now contributes one count, at the new position after an acceptance and at the old one after a rejection. If the local energy is expensive, store its value and add the stored number again after a rejection.

Weighting each accepted configuration by $1/a(x)$ is also correct, as the third row of the simulation table illustrates. It requires $a(x)$, however, which is an integral over all proposals. Here it can be written with error functions; for many particles it is a high-dimensional integral. Counting the repeats supplies the same weight on average without computing it.
